# Drain-Induced Barrier Lowering from the Quasi-Two-Dimensional Poisson Equation, part 2

We seek the threshold shift caused by drain bias \(V\ge0\) in an undoped semiconducting sheet at \(z=0\), from source \(x=0\) to drain \(x=L\). Equal gates lie at \(z=\pm d\) in a dielectric \(\varepsilon\); \(s\) is the sheet's screening length. Units are atomic (\(e=1\), Gaussian Poisson equation), with values in eV and Å. Mobile charge is neglected.

The potential \(u\) is measured from its long-channel value, the gate potential, with end values \(u_S\) and \(u_D=u_S+V\). Subscripts \(x,z\) denote derivatives. The field energy

\[
F=\frac{1}{8\pi}\int_0^L\!dx\left\{\int_{-d}^{d}\!\varepsilon\,(u_x^2+u_z^2)\,dz+s\,u_x(x,0)^2\right\} \tag{6}
\]

with the linear profile \(u(x)(1-|z|/d)\) becomes

\[
F=\frac{1}{8\pi}\int_0^L\left\{\left(s+\frac{2\varepsilon d}{3}\right)u'^2+\frac{2\varepsilon}{d}\,u^2\right\}dx , \tag{10}
\]

\[
u''=\frac{u}{\lambda^2},\qquad \lambda^2=\frac{d}{2\varepsilon}\left(s+\frac{2\varepsilon d}{3}\right)=\frac{sd}{2\varepsilon}+\frac{d^2}{3}. \tag{11}
\]

The solution, with \(P,Q\) fixed by the end values, is

\[
u(x)=P\,e^{x/\lambda}+Q\,e^{-x/\lambda}. \tag{17}
\]

With \(\ell=L/\lambda\), a barrier top (minimum of \(u\), at \(x_m\)) exists for \(u_S>0\) if

\[
u_D<u_S\cosh\ell , \tag{21}
\]

\[
u_{\min}=\frac{\sqrt{2u_Su_D\cosh\ell-u_S^2-u_D^2}}{\sinh\ell}. \tag{23}
\]

For \(\ell\gg1\),

\[
x_m\simeq\frac{L}{2}-\frac{\lambda}{2}\ln\frac{u_D}{u_S},\qquad u_{\min}\simeq2\sqrt{u_Su_D}\;e^{-L/2\lambda}. \tag{24}
\]

Here \(u\) is a source tail plus a drain tail; their product is independent of \(x\), and they are equal at the minimum.

The full problem has even modes \(e^{\pm\kappa_nx}\sin\kappa_n(d-|z|)\), where \(\kappa_n\) are the positive roots of

\[
\kappa\tan\kappa d=\frac{2\varepsilon}{s}. \tag{13}
\]

The smallest, \(\kappa_1=1/\lambda_1\), gives the slowest decay. Brackets \([\,\cdot\,]\) denote the value at \(z=0^+\) minus that at \(z=0^-\).

Threshold is the gate setting at which the barrier height equals a prescribed \(B>0\):

\[
u_S-u_{\min}=B . \tag{25}
\]

The threshold voltage \(V_T\) shifts by

\[
\Delta V_T=V_T(0)-V_T(V)=u_S(V)-u_S(0), \tag{26}
\]

and \(R=\Delta V_T/V\). The example has \(s=100\) Å, \(d=10\) Å, \(\varepsilon=5\), and \(\lambda_1=11.62\) Å.

**Solving for threshold.** Write \(w=u_S\) and \(c=\cosh\ell\). Equation (25) gives \(u_{\min}=w-B\). Squaring (23) and multiplying by \(\sinh^2\ell\) leads to

\[
(w-B)^2\sinh^2\ell=2c\,w(w+V)-w^2-(w+V)^2 . \tag{27}
\]

Since \(w^2+(w+V)^2=2w(w+V)+V^2\), the right side equals \(2(c-1)w(w+V)-V^2\). On the left, \(\sinh^2\ell=(c-1)(c+1)\). Bring everything to one side and collect powers of \(w\). The coefficient of \(w^2\) is \((c-1)(c+1)-2(c-1)=(c-1)^2\), and

\[
(c-1)^2w^2-2(c-1)\big[(c+1)B+V\big]w+(c^2-1)B^2+V^2=0 . \tag{28}
\]

This is a quadratic for the product \((c-1)w\), with solutions

\[
(c-1)w=(c+1)B+V\pm\sqrt{D}, \tag{29}
\]

where

\[
\begin{aligned}
D&=\big[(c+1)B+V\big]^2-(c^2-1)B^2-V^2\\
&=(c+1)B\big[(c+1)B+2V-(c-1)B\big]\\
&=2(c+1)B(B+V).
\end{aligned} \tag{30}
\]

Half the channel length now enters through

\[
C=\cosh\frac{L}{2\lambda},\qquad c+1=2C^2,\qquad c-1=2(C^2-1). \tag{31}
\]

With these, \(\sqrt D=2C\sqrt{B(B+V)}\), and (29) becomes

\[
w=\frac{2C^2B+V\pm2C\sqrt{B(B+V)}}{2(C^2-1)} . \tag{32}
\]

**Choice of the root.** Squaring may have introduced a false solution. A true one must satisfy \(w>B\), since \(u_{\min}>0\), and it must satisfy (21), which reads \((c-1)w>V\). Subtracting \(B\) from (32) gives

\[
w-B=\frac{2B+V\pm2C\sqrt{B(B+V)}}{2(C^2-1)} . \tag{33}
\]

With the upper sign both requirements are met, as (33) and (29) show directly. With the lower sign, (21) requires \(2C^2B>2C\sqrt{B(B+V)}\), that is, \(C\sqrt B>\sqrt{B+V}\). But then \(2C\sqrt{B(B+V)}>2(B+V)\ge2B+V\), and (33) gives \(w<B\). The lower sign is thus excluded for every length, and

\[
u_S(V)=\frac{2C^2B+V+2C\sqrt{B(B+V)}}{2(C^2-1)} . \tag{34}
\]

At \(V=0\) this reduces to \(u_S(0)=BC/(C-1)\). The gate must set a long-channel barrier larger than \(B\), because the two contact tails lower the top even without drain bias.

**The barrier-lowering formula.** Subtracting the value of (34) at \(V=0\) cancels the term \(2C^2B\):

\[
\Delta V_T=\frac{V+2C\left(\sqrt{B(B+V)}-B\right)}{2(C^2-1)} . \tag{35}
\]

To express the ratio \(R\), define

\[
a=\frac{2}{V}\left(\sqrt{B(B+V)}-B\right)=\frac{2\sqrt B}{\sqrt B+\sqrt{B+V}} . \tag{36}
\]

The second form follows by writing the first as \(2\sqrt B(\sqrt{B+V}-\sqrt B)/V\) and multiplying numerator and denominator by \(\sqrt{B+V}+\sqrt B\). Then

\[
R=\frac{1+aC}{2(C^2-1)} . \tag{37}
\]

This holds for every \(L\) within the quasi-two-dimensional model. The exponential law is its long-channel limit. Put \(\eta=e^{-L/2\lambda}\), so that \(C=(1+\eta^2)/2\eta\) and \(C^2-1=(1-\eta^2)^2/4\eta^2\). Substitution gives

\[
R=\frac{a\,\eta(1+\eta^2)+2\eta^2}{(1-\eta^2)^2}=a\,\eta+2\eta^2+O(\eta^3), \tag{38}
\]

or, in terms of the channel length,

\[
R=a\,e^{-L/2\lambda}+2\,e^{-L/\lambda}+O\!\left(e^{-3L/2\lambda}\right). \tag{39}
\]

The decay length of drain-induced barrier lowering is \(2\lambda\), in agreement with the position of the barrier top found in (24).

**When the pure exponential holds.** The second term of (39) is smaller than the first by the factor \(2\eta/a\), so the condition is \(e^{-L/2\lambda}\ll a/2\). The logarithmic slope shows the correction. From \(\ln R=\ln a+\ln\eta+\ln(1+2\eta/a+\dots)\) and \(d\eta/dL=-\eta/2\lambda\),

\[
-\frac{d\ln R}{dL}=\frac{1}{2\lambda}\left(1+\frac{2\eta}{a}+O(\eta^2)\right). \tag{40}
\]

In shorter channels \(R\) therefore falls more steeply than the asymptotic law. A fit to such lengths gives an apparent decay length below \(2\lambda\).

The bias enters through \(a\). For \(V\ll B\) one has \(a\to1\), and (37) becomes \(R=1/[2(C-1)]\). For \(V\gg B\), \(a\simeq2\sqrt{B/V}\), and the first term of \(\Delta V_T\) grows as \(\sqrt V\). The second term, \(2V\eta^2\), grows linearly, so at a given length a sufficiently large bias leaves the regime of the pure exponential.

**Shortest channel for a tolerated value of \(R\).** Equation (37) is a quadratic for \(C\), namely \(2RC^2-aC-(1+2R)=0\). Its positive root and the corresponding length are

\[
C=\frac{a+\sqrt{a^2+8R(1+2R)}}{4R},\qquad L_{\min}=2\lambda\,\operatorname{arcosh}C . \tag{41}
\]

The leading exponential alone would give \(2\lambda\ln(a/R)\), which is too short when the second term of (39) matters. At fixed \(B\), \(V\) and \(R\), the shortest channel is proportional to \(\lambda\). Bringing the gates closer reduces both terms of \(\lambda^2\). A larger \(\varepsilon\) at fixed \(s\) and \(d\) reduces the first term and leaves \(d^2/3\) unchanged.

**Influence of the contact faces.** The linear profile prescribes the potential in the dielectric at \(x=0\) and \(x=L\). Real contacts may impose another even profile \(h(z)\), with \(h(0)=1\) and \(0\le h\le1\) elsewhere, times \(u_S\) or \(u_D\). Its effect follows from the modes \(f_n(z)=\sin\kappa_n(d-|z|)\). Define the product

\[
(g,h)=\varepsilon\int_{-d}^{d}g\,h\,dz+s\,g(0)h(0). \tag{42}
\]

Each mode obeys \(f_n''=-\kappa_n^2f_n\) off the sheet and \(\varepsilon[f_n']=-s\kappa_n^2f_n(0)\) on it. Integrating by parts, the terms on the sheet cancel and \(\kappa_n^2(f_n,f_m)=\varepsilon\int f_n'f_m'\,dz\). The right side is symmetric in \(n\) and \(m\), so \((\kappa_n^2-\kappa_m^2)(f_n,f_m)=0\), and different modes are orthogonal. They are the eigenfunctions of a self-adjoint problem, in which even profiles can be expanded. On the sheet, the slowest mode then carries the weight

\[
c_1=f_1(0)\,\frac{(h,f_1)}{(f_1,f_1)} . \tag{43}
\]

Since \(f_1>0\) between the gates and \(h\) is nowhere negative, \(c_1\) is positive. Near the middle of a long channel the faster modes have died out. The tails are \(c_1u_Se^{-\kappa_1x}\) and \(c_1u_De^{-\kappa_1(L-x)}\), and the argument below (24) gives \(u_{\min}\simeq2c_1\sqrt{u_Su_D}\,e^{-\kappa_1L/2}\). At threshold \(u_S=B+u_{\min}\). To leading order \(u_S\) may be replaced by \(B\) under the root, and

\[
R\simeq c_1a\,e^{-L/2\lambda_1}. \tag{44}
\]

The contact profile changes the prefactor and leaves the exponent alone.

For two profiles the integrals are elementary. Let \(y=\kappa_1d\) and use \(s\sin y=2\varepsilon\cos y/\kappa_1\), which is (13). For a uniform face, \(h=1\) between the gates,

\[
(h,f_1)=\frac{2\varepsilon(1-\cos y)}{\kappa_1}+\frac{2\varepsilon\cos y}{\kappa_1}=\frac{2\varepsilon}{\kappa_1}. \tag{45}
\]

For the linear face, \(h=1-|z|/d\),

\[
(h,f_1)=\frac{2\varepsilon}{d}\left(\frac{\sin y}{\kappa_1^2}-\frac{d\cos y}{\kappa_1}\right)+\frac{2\varepsilon\cos y}{\kappa_1}=\frac{2\varepsilon\sin y}{\kappa_1^2d}. \tag{46}
\]

The norm is \((f_1,f_1)=2\varepsilon\,[d/2-\sin y\cos y/2\kappa_1]+2\varepsilon\sin y\cos y/\kappa_1=\varepsilon d+\varepsilon\sin y\cos y/\kappa_1\). It follows that

\[
c_1^{\rm lin}=\frac{2\sin^2y}{y^2+y\sin y\cos y},\qquad \frac{c_1^{\rm uni}}{c_1^{\rm lin}}=\frac{y}{\sin y}. \tag{47}
\]

**Worked example.** Keep \(s=100\) Å, \(d=10\) Å and \(\varepsilon=5\), for which \(\lambda=11.547\) Å, and take \(B=0.4\) eV, \(V=0.5\) eV and \(L=60\) Å. Then \(\ell=60/11.547=5.196\) and \(C=\cosh2.598=6.756\). Without drain bias, threshold requires

\[
u_S(0)=0.4\times\frac{6.756}{5.756}=0.4695\ \text{eV}.
\]

Since \(\sqrt{B(B+V)}=\sqrt{0.4\times0.9}=0.6\) eV, (35) gives

\[
\Delta V_T=\frac{0.5+2\times6.756\times0.2}{2(6.756^2-1)}=0.036\ \text{eV},
\]

and \(R=0.072\), or 72 mV/V. The prefactor is \(a=2\times0.2/0.5=0.8\), and the leading exponential alone gives \(R=0.060\).

At fixed gate, with \(u_S\) held at 0.4695 eV, the drain bias raises \(u_{\min}\) from 0.0695 to 0.0997 eV. The barrier drops by 0.030 eV, less than the threshold shift of 0.036 eV. The difference arises because \(u_{\min}\) also depends on \(u_S\): when the gate raises \(u_S\), the source and drain tails grow too. To restore the barrier by 0.030 eV the gate must therefore move by 0.036 eV. The barrier top at this bias lies at \(x=25.8\) Å, on the source side of mid-channel.

The table compares (37) and its leading term with a mesh-converged numerical solution of the full two-dimensional Poisson problem with linear contact faces, in which threshold is found by a numerical search.

| \(L\) (Å) | \(R\), (37) | leading term | \(R\), full Poisson |
|---:|---:|---:|---:|
| 40 | 0.222 | 0.142 | 0.221 |
| 60 | 0.0717 | 0.0595 | 0.0720 |
| 80 | 0.0271 | 0.0250 | 0.0273 |
| 120 | 0.00449 | 0.00443 | 0.00458 |
| 200 | 0.000139 | 0.000139 | 0.000145 |

At 40 Å the pure exponential misses more than a third of the effect. Between 40 and 60 Å, (37) has the apparent decay length \(20/\ln(0.222/0.0717)=17.7\) Å, well below \(2\lambda=23.1\) Å, as (40) leads one to expect.

At 200 Å the full solution lies about 4 percent above (37). Equation (44) accounts for this. With \(y=10/11.623=0.860\), (47) gives \(c_1^{\rm lin}=0.986\). The difference between \(\lambda\) and \(\lambda_1\) contributes the factor \(\exp[100(1/11.547-1/11.623)]=1.06\), and the product is 1.04. The small error of the linear profile thus grows with length, because it sits in an exponent, while \(R\) itself becomes negligible.

Between 160 and 200 Å the full solution decays with a length of 23.2 Å for linear and for uniform contact faces alike, in agreement with \(2\lambda_1\). At 200 Å the uniform faces give a value of \(R\) larger by the factor 1.135, which is also the value of \(y/\sin y\).

For a tolerated \(R=0.10\) (100 mV/V), (41) gives \(C=(0.8+\sqrt{0.64+0.96})/0.4=5.16\) and \(L_{\min}=54\) Å (101 bohr). The leading exponential would allow 48 Å. The full Poisson solution with linear contact faces has \(R=0.100\) at the length from (41). Uniform faces give \(R=0.118\) there and need a channel of 57 Å.

**Where the result fails.** Mobile charge near or above threshold adds screening that (11) does not contain. Carriers that spill from the contacts into the ends of the sheet also screen, so \(L\) must be read as the length of the depleted part. Tunnelling from source to drain through the barrier adds a current that depends on the width and shape of the barrier as well as on its height, and it gains weight as the channel shrinks. An \(L_{\min}\) from (41) is therefore an electrostatic limit, and tunnelling may demand a longer channel. It does so in the worked example: for effective masses along the channel between 0.2 and 0.5 electron masses, a semiclassical estimate at room temperature puts the tunnelling current above the thermal one at \(L=54\) Å and still at 60 Å. For the lighter mass the excess is a factor of tens at 60 Å and still about 3 at 80 Å. At these lengths the barrier height alone does not fix the current. The gate dielectric sets a limit too. At the drain end of the example about 1 V drops over 10 Å, which is a field of 10 MV/cm across the dielectric. The field along the sheet, about \(u_D/\lambda\), is nearly as large there. Together they reach or exceed the breakdown field of many gate dielectrics. The example thus illustrates the electrostatics and is not a device design. Finally, two unequal gates change the transverse profile. The reduction from (6) to (10) must then be repeated with a profile suited to that geometry. If the result is again \(u''=u/\lambda^2\), with \(u\) measured from a long-channel value that follows the gate one to one, equations (17) to (41) apply with the new \(\lambda\), apart from the remarks on how \(\lambda\) depends on \(d\) and \(\varepsilon\). A single gate with an open upper side is a different case. No conductor confines the field above the sheet, and far from a contact its influence decays more slowly than an exponential. A single decay length can then describe only a limited range of channel lengths.

## Computed results

```
screening length s = 100 angstrom
sheet-gate distance d = 10 angstrom
dielectric constant eps = 5
barrier at threshold B = 0.40 eV
drain bias V = 0.50 eV
lambda = 11.547 angstrom = 21.821 bohr
lambda without lateral oxide field = 10.000 angstrom
exact slowest mode length = 11.623 angstrom
exact second mode length = 2.919 angstrom
decay length from 2D Poisson = 11.626 angstrom
lowest lambda/exact over all parameters tried = 0.9069
prefactor a = 0.8000
example length L = 60 angstrom
L/lambda = 5.1962, C = 6.7561
u_S at threshold, V=0: 0.4695 eV
u_S at threshold, with V: 0.5054 eV
threshold shift = 0.0359 eV
fixed gate: u_min at V=0 = 0.0695 eV
fixed gate: u_min with V = 0.0997 eV
fixed gate: barrier lowering = 0.0302 eV
fixed gate: barrier top at x = 25.76 angstrom
L (angstrom) | R closed | R leading | R 2D Poisson (eV/eV)
   40 | 2.223e-01 | 1.415e-01 | 2.211e-01
   60 | 7.173e-02 | 5.953e-02 | 7.201e-02
   80 | 2.708e-02 | 2.504e-02 | 2.735e-02
  120 | 4.492e-03 | 4.430e-03 | 4.589e-03
  160 | 7.857e-04 | 7.838e-04 | 8.120e-04
  200 | 1.387e-04 | 1.387e-04 | 1.451e-04
2 lambda = 23.094 angstrom
2 x exact mode length = 23.247 angstrom
R decay length, linear contact profile = 23.226 angstrom
R decay length, uniform contact profile = 23.222 angstrom
R uniform / R linear at 200 angstrom = 1.135
tolerated R = 0.10 eV/eV = 100 mV/V
C at L_min = 5.1623
L_min = 53.69 angstrom = 101.47 bohr
L_min, leading exponential only = 48.02 angstrom
R at L_min from 2D Poisson = 0.1002 eV/eV
```
